The Fermi hole, Slater's averaged exchange potential and the factor 2/3, part 1

(Sections cited here and not found follow in the second part.)

Entry 1. What dimensions alone fix

Take electrons at uniform density n in a neutralizing background, equal numbers of each spin, described by one determinant of plane waves that fill a sphere in k-space. This determinant is fixed by n. It contains neither the electron mass nor the strength of the interaction. The exchange energy is a part of the expectation value of the Coulomb repulsion in this state, so it is proportional to the first power of e²/4πε₀, which has the dimension energy × length. The only length in the state is n^(−1/3). In Hartree atomic units (ħ = m = e²/4πε₀ = 1, energies in hartree, Ha, lengths in bohr), which are used throughout, the exchange energy per electron must therefore be

ε_x = −C n^(1/3)   (1)

with a pure number C. The exchange energy per volume is e_x = n ε_x = −C n^(4/3), and its change with density is

de_x/dn = −(4/3) C n^(1/3) = (4/3) ε_x.   (2)

Exchange is an energy of pairs. If each electron feels a mean exchange potential v_S from the others, the sum of v_S over all electrons counts each pair twice, so ε_x = v_S/2. Inserted into (2) this gives

de_x/dn = (4/3)(1/2) v_S = (2/3) v_S.   (3)

The ratio 2/3 is the product of a pair-counting factor 1/2 and an exponent 4/3. The exponent is tied to its premises. It needs three dimensions: for a 1/r interaction in a plane the length is n^(−1/2), the exponent is 3/2 and the same argument gives 3/4 (a case not computed here). It needs an interaction with no length of its own. It needs a system whose only length is set by the density, which excludes atoms. It also needs the single determinant: the correlation energy depends on the mass through the Bohr radius and is not a pure power of n. Dimensions leave open the value of C, the precise meaning of v_S, and the physical reason why the two potentials in (3) differ.

Entry 2. Exchange in the Hartree-Fock equations

The state is a determinant Φ of N orthonormal spin orbitals, each with a definite spin σ = ↑ or ↓ along one axis and a spatial part φ_i(r). For each spin define the density matrix and the density

γσ(r,r′) = Σ_(i∈σ) φ_i(r) φ_i*(r′),   nσ(r) = γσ(r,r),   n = n↑ + n↓.   (4)

Let w(r,r′) be any symmetric pair function and O = Σ_(a<b) w(r_a,r_b). Write Φ = (N!)^(−1/2) Σ_P (−1)^P P[1 2 … N], where [1 2 … N] is the simple product with electron a in spin orbital a. O is unchanged by relabelling electrons, so each of the N! permutations in the bra gives the same result as the identity, and

⟨Φ|O|Φ⟩ = Σ_P (−1)^P ⟨[1 2 … N]| O |P[1 2 … N]⟩.

In the term w(r_a,r_b) every electron other than a and b contributes an overlap, which vanishes unless P leaves that electron in its own orbital. Two permutations survive: the identity, with sign +, and the interchange of a and b, with sign −. The interchange term contains spin overlaps that vanish unless the two spins are equal. The sum over a<b is half the sum over a≠b, and the terms a = b may be added because they are equal and opposite in the direct and interchange parts. Therefore

⟨O⟩ = ½ ∫∫ w(r,r′) [ n(r) n(r′) − Σσ Σ_(i,j∈σ) φ_i*(r) φ_j(r) φ_j*(r′) φ_i(r′) ] d³r d³r′.

The sum over j is γσ(r,r′) and the sum over i is γσ(r′,r) = γσ(r,r′)*, so the bracket is n(r)n(r′) − Σσ|γσ(r,r′)|². Since w is arbitrary, this bracket is the pair density of the determinant. With w = 1/|r−r′| the first part gives the Hartree energy E_H and the second the exchange energy,

E_H = ½ ∫∫ n(r)n(r′)/|r−r′| d³r d³r′,
E_x = −½ Σσ ∫∫ |γσ(r,r′)|²/|r−r′| d³r d³r′.   (5)

Vary E_x with respect to φ_i*(r). In the double sum this function occurs once at r (as the first index) and once at r′ (as the second index). Renaming r ↔ r′ shows the two contributions to be equal, and together they cancel the ½:

δE_x/δφ_i*(r) = (K φ_i)(r) = −∫ γσ(r,r′) φ_i(r′)/|r−r′| d³r′.   (6)

The minus sign is included in K. The same counting turns E_H into v_H φ_i, with v_H(r) = ∫ n(r′)/|r−r′| d³r′. Orthonormality is imposed with a Hermitian matrix of Lagrange multipliers. A unitary mixing of the occupied orbitals of one spin leaves γσ unchanged, hence also v_H and K, and it can be chosen to make that matrix diagonal. This gives the canonical Hartree-Fock equations

[ −½∇² + v_ext + v_H ] φ_i + K φ_i = ε_i φ_i.   (7)

K is an integral operator: the value of Kφ at r depends on φ everywhere.

Entry 3. The simplest case: two electrons in one spatial orbital

For a singlet with both electrons in the orbital φ, γσ(r,r′) = φ(r)φ*(r′) and n = 2|φ|². Equation (6) gives

(Kφ)(r) = −φ(r) ∫ |φ(r′)|²/|r−r′| d³r′ = −½ v_H(r) φ(r).

On the occupied orbital, exchange acts as a multiplicative potential,

v_S(r) = −½ v_H(r).   (8)

It is the attraction to a unit charge distributed as |φ(r′)|² = n(r′)/2. This charge removes from the Hartree field the electron's own share, so that the electron is repelled only by its partner. Because |γσ|² = n(r)n(r′)/4 and there are two spins, (5) gives

E_x = −½ · 2 · ¼ ∫∫ n n′/|r−r′| = −½ E_H = ½ ∫ n v_S d³r.   (9)

Here E_x is an explicit functional of the density. The functional derivative is defined by E[n+ηδn] − E[n] = η∫(δE/δn) δn d³r + O(η²). In E_H the density occurs twice, symmetrically, so δE_H/δn = v_H, and

δE_x/δn(r) = −½ v_H(r) = v_S(r).   (10)

Formula (9) holds only for two electrons, so only changes with ∫δn d³r = 0 are meaningful, and these fix the derivative up to a constant. The constant is chosen so that the potential vanishes at infinity. In this system the ratio of the derivative to the hole potential is 1, not 2/3.

Limit. Far outside the charge, (8) is the potential of a unit point charge, −1/r. For a spherical charge the potential at r is −[Q(r)/r + ∫_(r′>r) |φ|²/r′ d³r′], with Q(r) the charge inside r. Since 1/r′ < 1/r for the outer part, |v_S| stays below 1/r and approaches it as the outer charge dies away.

The numbers are for the helium ground state at the Hartree-Fock level, in a basis of 24 s-type Gaussians with exponents 0.004·2^k bohr⁻², k = 0,…,23. The program and its output are printed after this text. In this basis the energies and energy derivatives quoted below lie within about 10⁻⁶ Ha of the basis-set limit, so their last digit can move by one unit; values in the far tail of the density are less well converged, as noted at the tables. The energy is E_HF = −2.861680 Ha and the exchange energy is E_x = −1.025769 Ha = −27.913 eV. The hole potential is −0.49570 Ha at r = 2 bohr (−1/r = −0.5), −0.24999 Ha at 4 bohr (−0.25) and −0.12500 Ha at 8 bohr (−0.125). The program obtains it by radial quadrature over the hole and asserts agreement to 10⁻⁷ Ha with −v_H/2 from closed Gaussian formulas at five radii. It also asserts ½∫n v_S = E_x against the four-index integrals.

Equation (10) is tested by turning the real orbital into a normalized real function χ orthogonal to it, φ_θ = φ cos θ + χ sin θ. The norm is kept, and at θ = 0

dn/dθ = 2 · 2φχ = 4φχ,   ∫ dn/dθ d³r = 0.

With E_x = −∫∫ φ_θ(r)² φ_θ(r′)²/|r−r′|, differentiating either squared factor gives 2φχ and the two factors contribute equally:

dE_x/dθ = −4 ∫ φ(r)χ(r) [∫ φ(r′)²/|r−r′| d³r′] d³r = ∫ v_S (dn/dθ) d³r.

For χ built from the Gaussian of exponent 0.512 bohr⁻², a central finite difference of E_x gives −1.055684 Ha, and the grid integral of v_S dn/dθ gives −1.055684 Ha. The ratio is 1.00000. The common sign of these derivatives depends on the arbitrary relative sign of φ and χ; only ratios carry meaning.

Entry 4. Several orbitals of one spin: the average

Divide (6) by φ_i(r). Wherever φ_i(r) ≠ 0 this defines a multiplicative potential that reproduces the action of K on that one orbital:

v_x,i(r) = (Kφ_i)(r)/φ_i(r) = −∫ ρ_i(r,r′)/|r−r′| d³r′,
ρ_i(r,r′) = γσ(r,r′) φ_i(r′)/φ_i(r).   (11)

The total of this exchange charge follows from orthonormality:

∫ ρ_i d³r′ = Σ_j φ_j(r) ⟨φ_j|φ_i⟩ / φ_i(r).

If φ_i is occupied, only j = i survives and the charge is 1. If the same construction is applied to a virtual orbital, orthogonal to all occupied ones, the charge is 0. An occupied orbital sees N−1 net electrons, a virtual one sees N. The charge ρ_i need not be positive or even real, it differs from orbital to orbital, and at a node of φ_i the potential (11) diverges unless Kφ_i happens to vanish at the same place.

One potential for all orbitals of spin σ is obtained by averaging (11) over the occupied orbitals. The weight is the probability that a spin-σ electron found at r is in orbital i,

w_i(r) = |φ_i(r)|²/nσ(r),   Σ_i w_i = 1.

Since |φ_i|²/φ_i = φ_i*, the weighted charge is

Σ_i w_i ρ_i = γσ(r,r′) Σ_i φ_i*(r) φ_i(r′) / nσ(r) = γσ(r,r′) γσ(r,r′)* / nσ(r).

The weights have cancelled the divergences at the nodes. The averaged charge and its potential are

hσ(r′|r) = |γσ(r,r′)|²/nσ(r),
v_S,σ(r) = Σ_i w_i v_x,i = −∫ hσ(r′|r)/|r−r′| d³r′.   (12)

This is Slater's averaged exchange potential. It is defined wherever nσ(r) > 0.

Meaning of h. By Entry 2 the pair density of two spin-σ electrons is nσ(r)nσ(r′) − |γσ(r,r′)|². Dividing by nσ(r) gives the density of other spin-σ electrons at r′ when one is at r, namely nσ(r′) − hσ(r′|r). So h is the deficit of like-spin electrons around an electron at r, the Fermi hole, and v_S is the potential the electron gains by having that repelling charge removed. Four properties follow from (12).

First, at r′ = r the hole equals nσ(r)²/nσ(r) = nσ(r): no other electron of the same spin is found at the same point.

Second, write hσ(r′|r) = |ψ_r(r′)|² with ψ_r(r′) = Σ_i c_i(r)* φ_i(r′) and c_i(r) = φ_i(r)/√nσ(r). Because Σ|c_i|² = 1 and the φ_i are orthonormal, ψ_r is normalized:

∫ hσ(r′|r) d³r′ = 1.   (13)

The hole is non-negative and holds one electron.

Third, in a finite system ψ_r is always a combination of a finite set of bound orbitals, so the hole stays on the system however far the reference point r is taken. Expanding 1/|r−r′| = 1/r + r̂·r′/r² + …, the first term gives −1/r by (13), and the dipole term is bounded by the matrix elements ⟨φ_i|r′|φ_j⟩ divided by r². Hence v_S → −1/r. The argument does not apply to an extended system, where the hole can follow the electron.

Fourth, a unitary mixing φ̃_a = Σ_i U_ai φ_i gives Σ_a φ̃_a(r)φ̃_a*(r′) = Σ_(ij) (Σ_a U_ai U_aj*) φ_i(r) φ_j*(r′) = γσ(r,r′). So h and v_S do not depend on the choice of occupied orbitals, whereas the v_x,i do.

Multiplying (12) by nσ(r), integrating and comparing with (5),

E_x = ½ Σσ ∫ nσ(r) v_S,σ(r) d³r.   (14)

This is the pair-counting factor assumed in Entry 1, now exact for any determinant. Equivalently Σ_i⟨φ_i|v_S|φ_i⟩ = Σ_i⟨φ_i|K|φ_i⟩: the average preserves the sum of the diagonal elements of K over the occupied orbitals. It does not preserve the single elements, and nothing in the construction makes v_S the derivative of an energy.

Limit. With one orbital per spin, w = 1, h = |φ(r′)|², and (12) and (14) reduce to (8) and (9).

Test on a case where the average is not trivial. The 1s2s triplet of helium with both spins up is a single determinant with two orbitals of one spin. In the same basis E_HF = −2.174251 Ha. Radii are in bohr and potentials in Ha.

r     v_1s       v_2s       w_1s      w_2s      v_S
0.5   −1.48169   −1.12892   0.97478   0.02522   −1.47279
2.0   −0.49009   −0.25983   0.29528   0.70472   −0.32782
4.0   −0.24665   −0.21616   0.00025   0.99975   −0.21617

At the basis-set limit v_1s at 4 bohr, which divides by the small 1s tail, is −0.24663 Ha, a shift of 2×10⁻⁵ Ha, and the weights at 2 bohr move by 10⁻⁵; the v_S column is unchanged. At r = 2 bohr the two orbital potentials differ by nearly a factor of two, and the average is

0.29528 × (−0.49009) + 0.70472 × (−0.25983) = −0.14471 − 0.18311 = −0.32782 Ha.

At 0.5 bohr it is −1.44432 − 0.02847 = −1.47279 Ha. The program computes the orbital potentials from closed Gaussian formulas and the hole potential by a separate radial quadrature, and asserts that the two values of v_S agree to 10⁻⁷ Ha at these radii. It asserts the charge 1 for the hole and for both occupied orbitals and the charge 0 for the lowest virtual orbital. It asserts that mixing 1s and 2s leaves v_S unchanged while moving an orbital potential by more than 0.01 Ha. Equation (14) on a grid gives −0.743536 Ha, equal to the value from the exchange matrix. At r = 4 bohr the weight is almost wholly on 2s, so the orbital ψ_r that forms the hole is φ_2s with a small admixture of φ_1s, of amplitude √0.00025 ≈ 0.016. Most of the hole's charge is therefore distributed as |φ_2s|², though near the nucleus, where φ_1s is large, the admixture is noticeable. The hole is spherical, so by the formula of Entry 3 the shortfall of |v_S| = 0.216 below 1/r = 0.25 means that part of the hole still lies outside 4 bohr. At 15 bohr, r v_S = −1.00000.

Entry 5. The uniform gas in real space

Take plane waves φ_k = e^(ik·r)/√Ω in a large volume Ω, occupied for k < k_F, and replace Σ_k by Ω∫d³k/(2π)³. With s = r − r′,

γσ(s) = ∫_(k<k_F) e^(ik·s) d³k/(2π)³,   nσ = γσ(0) = (4π k_F³/3)/(8π³) = k_F³/6π².   (15)

For equal spin populations n = 2nσ = k_F³/3π². The Hartree potential is cancelled by the background. The angular average of e^(ik·s) is ½∫e^(iksμ)dμ = sin(ks)/(ks), so

γσ(s) = (4π/8π³) ∫₀^(k_F) k² sin(ks)/(ks) dk = (1/(2π² s)) ∫₀^(k_F) k sin(ks) dk.

Integration by parts gives ∫₀^(k_F) k sin(ks) dk = −k_F cos(k_F s)/s + sin(k_F s)/s². With x = k_F s and the spherical Bessel functions j₀ = sin x/x and j₁ = sin x/x² − cos x/x,

γσ(s) = (k_F³/2π²)(sin x − x cos x)/x³ = (k_F³/2π²) j₁(x)/x = nσ G(x),   G(x) = 3j₁(x)/x.   (16)

The hole is h(s) = nσ G(k_F s)². It is spherical and centred on the electron.

Limits. For small x, sin x − x cos x = (x − x³/6) − (x − x³/2) + … = x³/3 + …, so j₁ → x/3, G(0) = 1 and h(0) = nσ, the first property of Entry 4. The charge is

4π nσ ∫ s² · 9j₁²/x² ds = (36π nσ/k_F³) ∫₀^∞ j₁² dx = (6/π) ∫₀^∞ j₁² dx.

By Parseval's theorem ∫|γσ|²d³s = ∫θ(k_F−k)² d³k/(2π)³ = nσ, because the step function θ equals its own square. The charge is therefore 1, as (13) requires. Direct quadrature of the Bessel integral gives 1.000000.

The potential of the hole at its centre is

v_S = −4π nσ ∫ s² (9j₁²/x²)(1/s) ds = −(36π nσ/k_F²) ∫₀^∞ j₁²/x dx = −(6k_F/π) ∫₀^∞ j₁²/x dx,   (17)

where s ds = x dx/k_F² and 36π/(6π²) = 6/π were used. The integral has an elementary antiderivative. Differentiating the explicit forms,

j₀′ = cos x/x − sin x/x² = −j₁,
j₁′ = cos x/x² − 2 sin x/x³ + sin x/x + cos x/x² = j₀ − 2j₁/x.

Therefore

(j₀² + j₁²)′ = −2j₀j₁ + 2j₁j₀ − 4j₁²/x = −4j₁²/x.

Both functions vanish at infinity, and j₀(0) = 1, j₁(0) = 0. Integrating from 0 to ∞ gives 0 − 1 = −4∫j₁²/x dx, so

∫₀^∞ j₁²/x dx = 1/4.   (18)

The program verifies the derivative identity symbolically and finds 0.250000 by quadrature. Equation (17) becomes

v_S = −3k_F/2π.   (19)

With k_F = (3π²n)^(1/3) and 1/π = (1/π³)^(1/3), one has k_F/π = (3n/π)^(1/3), and

v_S = −(3/2)(3n/π)^(1/3),   ε_x = v_S/2 = −3k_F/4π = −(3/4)(3/π)^(1/3) n^(1/3).   (20)

The constant in (1) is C = (3/4)(3/π)^(1/3).

Entry 6. The uniform gas in momentum space: what was averaged

For a plane wave φ_k(r′)/φ_k(r) = e^(−ik·s), so the orbital potential (11) is independent of position. Call it Σ_x(k):

Σ_x(k) = −∫ γσ(s) e^(−ik·s)/s d³s.   (21)

Each plane wave is thus an eigenfunction of K, and the determinant solves (7) with ε_k = k²/2 + Σ_x(k). Nothing below requires it to be the Hartree-Fock solution of lowest energy.

The Fourier transform of the interaction is needed, and it is taken with a screening constant κ, which is used again in Entry 8:

∫ e^(iq·s) e^(−κs)/s d³s = (4π/q) ∫₀^∞ e^(−κs) sin(qs) ds = (4π/q) · q/(q²+κ²) = 4π/(q²+κ²).

For κ → 0 it is 4π/q². Inserting (15) into (21),

Σ_x(k) = −∫_(k′<k_F) [4π/|k′−k|²] d³k′/(2π)³.   (22)

For k ≤ k_F place the origin at k: q = k′ − k, d³q = 2π q² dq dμ, with μ the cosine of the angle between q and k. The factor q² cancels 1/q², the q-integral is the distance q_max(μ) from k to the Fermi sphere along that direction, and the prefactor is 4π·2π/(8π³) = 1/π:

Σ_x(k) = −(1/π) ∫_(−1)^(1) q_max(μ) dμ.   (23)

The condition |k+q| = k_F reads q² + 2kμq + k² − k_F² = 0. Its non-negative root is q_max = −kμ + √(b² + k²μ²), with b² = k_F² − k². The first term is odd in μ and integrates to zero. In the second put u = kμ:

∫_(−1)^(1) √(b²+k²μ²) dμ = (2/k) ∫₀^k √(b²+u²) du.

With R = √(b²+u²), an antiderivative is uR/2 + (b²/2) ln(u+R). Its derivative is R/2 + u²/(2R) + b²/(2R) = R, since d ln(u+R)/du = (1+u/R)/(u+R) = 1/R. At u = k, R = k_F; at u = 0, R = b. So the integral is

(2/k)[ k k_F/2 + (b²/2) ln((k_F+k)/b) ] = k_F + (b²/2k) ln((k_F+k)/(k_F−k)),

because (k_F+k)/b = √((k_F+k)/(k_F−k)). With y = k/k_F, taking out 2k_F,

Σ_x(k) = −(2k_F/π) F(y),   F(y) = ½ + ((1−y²)/4y) ln((1+y)/(1−y)).   (24)

Limits, read directly from (23). At k = 0, q_max = k_F in every direction, the integral is 2k_F and F(0) = 1. At k = k_F, b = 0 and q_max = k_F(|μ| − μ), which is zero for outward directions and 2k_F|μ| for inward ones. The integral is 2k_F · ½ = k_F and F(1) = ½. An electron at the centre of the Fermi sphere has exchange partners on all sides in k-space. An electron on the surface has them on one side only. In between, F(0.5) = 0.5 + (0.75/2) ln 3 = 0.911980.

All plane waves have the same |φ_k|², so Slater's weights are uniform and v_S is the plain average of Σ_x over the sphere, with ⟨F⟩ = 3∫₀¹ y²F dy. A real-space form of F makes this average simple. Averaging e^(−ik·s) over angles in (21) gives j₀(ks) = j₀(yx), so

Σ_x = −4π nσ ∫ s G(x) j₀(yx) ds = −(12π nσ/k_F²) ∫₀^∞ j₁(x) j₀(yx) dx = −(2k_F/π) ∫₀^∞ j₁(x) j₀(yx) dx.

Hence F(y) = ∫₀^∞ j₁(x)j₀(yx)dx. With j₁ = −j₀′ this reproduces F(0) = j₀(0) = 1 and F(1) = j₀(0)²/2 = ½. The integral 3∫₀¹y² j₀(yx)dy is the one that led to (16) and equals 3j₁(x)/x. The integrand y² j₁(x) j₀(yx) falls as 1/x² at large x with a coefficient bounded in y, so the order of integration may be changed:

⟨F⟩ = 3 ∫₀^∞ j₁²/x dx = 3/4,   ⟨Σ_x⟩ = −(2k_F/π)(3/4) = −3k_F/2π = v_S.   (25)

This part has derived Slater's averaged exchange potential from the Fermi hole and found its value in the uniform gas, v_S = −3k_F/2π, both in real space and as an average over the Fermi sphere. It remains to explain why the density derivative of the exchange energy is two thirds of this potential, and to examine the local forms in helium.
